**Two-wave bands at a Bragg plane compared with many-wave solutions**

Near the Bragg plane of a reciprocal-lattice vector G, two plane waves give a gap 2|V_G| and band-edge masses m/m* = 1 ± 2E_B/|V_G| along G. Here V_G is the Fourier coefficient of the potential, m the electron mass, m* the effective mass and E_B = ħ²(G/2)²/2m. The program solves a one-dimensional model crystal by finite differences with Bloch boundary conditions, without selecting any waves. It asserts that the gap, energies, velocities, edge-state densities and masses agree with the two-wave formulas within stated tolerances, and that the relative mass error stays below a bound proportional to (V_G/E_B)². It also asserts the estimated corrections to the gap from distant waves and from a second harmonic, and the second-order gap at the second Bragg plane. For a period of 0.40 nm and V_G = −0.25 eV, the output shows a gap of 0.4999 eV against the two-wave value of 0.5000 eV, and an upper-edge mass of 0.0505 m from both methods. A square-lattice calculation with 49 plane waves shows a saddle point at the lower edge, a mass close to m across G, and bands that overlap in energy despite the local gap.

## Check in Python

```python
# Result under test: near a Bragg plane, k = G/2 + kappa, two plane waves give
#   E = E_B + hbar^2 kappa^2/2m +- sqrt((hbar^2 G kappa/2m)^2 + |V_G|^2),
# hence a gap 2|V_G| and band-edge masses m/m* = 1 +- 2 E_B/|V_G|.
# E_B = hbar^2 (G/2)^2/2m; V_G is the Fourier coefficient of the potential.
# The formulas are compared with a real-space solution of the full
# one-dimensional problem and with a many-wave square-lattice calculation.
# Energies are in eV, lengths in nm, wave numbers in 1/nm.
import numpy as np
from scipy.constants import hbar, m_e, e

HB2M = hbar**2 / (2 * m_e) / e * 1e18      # hbar^2/2m in eV nm^2
a = 0.4
V1 = -0.25
G = 2 * np.pi / a
E_B = HB2M * (G / 2)**2
N = 64
x_grid = np.arange(N) * a / N


def potential(v1, v2=0.0):
    """Real potential with coefficients v1 at G and v2 at 2G."""
    return 2 * np.real(v1 * np.exp(1j * G * x_grid)
                       + v2 * np.exp(2j * G * x_grid))


def hamiltonian(k, v1, v2=0.0):
    """Fourth-order finite differences with psi(x+a) = exp(ika) psi(x)."""
    h = np.diag(potential(v1, v2)).astype(complex)
    stencil = {-2: -1/12, -1: 4/3, 0: -5/2, 1: 4/3, 2: -1/12}
    for i in range(N):
        for d, weight in stencil.items():
            cell, j = divmod(i + d, N)
            h[i, j] -= (HB2M * weight / (a / N)**2
                        * np.exp(1j * k * a * cell))
    return h


def full_bands(k, v1, v2=0.0):
    return np.linalg.eigvalsh(hamiltonian(k, v1, v2))[:4]


def two_wave(kappa, v1):
    root = np.sqrt((HB2M * G * kappa)**2 + abs(v1)**2)
    return E_B + HB2M * kappa**2 + np.array([-root, root])


def two_wave_inverse_mass(v1):
    return 1 + np.array([-1, 1]) * 2 * E_B / abs(v1)


def full_inverse_mass(v1, v2=0.0):
    """m/m* of the two lowest bands from the curvature at k = G/2."""
    d = 0.003 * abs(v1) / E_B * G / 2
    middle = full_bands(G / 2, v1, v2)[:2]
    sides = (full_bands(G / 2 + d, v1, v2)[:2]
             + full_bands(G / 2 - d, v1, v2)[:2])
    return (sides - 2 * middle) / (2 * HB2M * d**2)


ratio = abs(V1) / E_B
kappa_c = abs(V1) / (HB2M * G)
print(f"lattice period a = {a:.2f} nm")
print(f"Fourier coefficient V_G = {V1:.3f} eV")
print(f"hbar^2/2m = {HB2M:.6f} eV nm^2")
print(f"G = {G:.4f} 1/nm, G/2 = {G/2:.4f} 1/nm")
print(f"kinetic energy E_B = {E_B:.4f} eV")
print(f"|V_G|/E_B = {ratio:.4f} (no unit)")
print(f"mixing width kappa_c = {kappa_c:.4f} 1/nm")

# Gap, and its leading correction for a single cosine
edge = full_bands(G / 2, V1)
gap = edge[1] - edge[0]
gap_two = 2 * abs(V1)
defect = 1 - gap / gap_two
assert abs(gap / gap_two - 1) < 1e-3
assert abs(defect / (ratio**2 / 64) - 1) < 0.05
print(f"gap, two waves = {gap_two:.5f} eV = {gap_two*e:.4e} J")
print(f"gap, full solution = {gap:.5f} eV")
print(f"relative gap defect, full = {defect:.3e} (no unit)")
print(f"relative gap defect, estimate = {ratio**2/64:.3e} (no unit)")

# Dispersion: the remaining offset should be the push of the distant waves
far_shift = -V1**2 / (8 * E_B)
print(f"estimated shift by distant waves = {far_shift:.5f} eV")
print("kappa/kappa_c: lower two-wave, full; upper two-wave, full (eV)")
for s in (0.0, 0.5, 1.0, 3.0):
    approx = two_wave(s * kappa_c, V1)
    full = full_bands(G / 2 + s * kappa_c, V1)[:2]
    assert np.all(np.abs((full - approx) / far_shift - 1) < 0.2)
    print(f"  {s:.1f}: {approx[0]:.4f}, {full[0]:.4f}; "
          f"{approx[1]:.4f}, {full[1]:.4f}")

# Standing waves: where the charge sits at the two edges
vectors = np.linalg.eigh(hamiltonian(G / 2, V1))[1][:, :2]
density = np.abs(vectors)**2
mean_v = potential(V1) @ density
assert np.all(np.abs(mean_v - np.array([V1, -V1])) < 3 * abs(far_shift))
well = density[0] * N
assert well[0] > 1.9 and well[1] < 0.01
print(f"mean potential, lower edge, full = {mean_v[0]:.4f} eV")
print(f"mean potential, upper edge, full = {mean_v[1]:.4f} eV")
print(f"density at well bottom / average, lower = {well[0]:.3f} (no unit)")
print(f"density at well bottom / average, upper = {abs(well[1]):.3f} (no unit)")

# Group velocity at kappa = kappa_c
to_speed = e * 1e-9 / hbar
free_speed = 2 * HB2M * (G / 2) * to_speed
speed_two = (2 * HB2M * kappa_c * to_speed
             + np.array([-1, 1]) * free_speed / np.sqrt(2))
dk = 1e-3 * kappa_c
speed_full = (full_bands(G / 2 + kappa_c + dk, V1)[:2]
              - full_bands(G / 2 + kappa_c - dk, V1)[:2]) / (2*dk) * to_speed
assert np.allclose(speed_full, speed_two, rtol=0.01)
print(f"free-electron speed at G/2 = {free_speed:.4e} m/s")
for name, i in (("lower", 0), ("upper", 1)):
    print(f"velocity at kappa_c, {name}: two waves {speed_two[i]:.4e}, "
          f"full {speed_full[i]:.4e} m/s")

# Band-edge masses for three strengths; the error must fall as (V/E_B)^2
print("|V_G| (eV), 4E_B/E_g; m*/m lower two-wave, full; upper two-wave, full")
for strength in (0.125, 0.25, 0.5):
    inv_two = two_wave_inverse_mass(strength)
    inv_full = full_inverse_mass(-strength)
    error = np.abs(inv_full / inv_two - 1)
    assert np.all(error < 0.12 * (strength / E_B)**2)
    m2, mf = 1 / inv_two, 1 / inv_full
    print(f"  {strength:.3f}, {2*E_B/strength:.3f}; {m2[0]:.5f}, {mf[0]:.5f}; "
          f"{m2[1]:.5f}, {mf[1]:.5f}")
mass_kg = m_e / two_wave_inverse_mass(V1)
print(f"upper-edge mass, two waves = {mass_kg[1]:.4e} kg")
print(f"lower-edge mass, two waves = {mass_kg[0]:.4e} kg")

# A second harmonic changes the coupling; one case has a complex V_G
V2 = 0.25
for v1 in (V1, abs(V1) * np.exp(1.1j)):
    levels = full_bands(G / 2, v1, V2)
    gap_h = levels[1] - levels[0]
    gap_h_est = 2 * abs(v1 - V2 * np.conj(v1) / (4 * E_B))
    assert abs(gap_h / gap_h_est - 1) < 0.003
    label = "real V_G" if np.isreal(v1) else "V_G phase 1.1 rad"
    print(f"gap with V_2G = {V2:.2f} eV, {label}: "
          f"full {gap_h:.5f}, estimate {gap_h_est:.5f} eV")

# Second Bragg plane when V_2G = 0: the gap is of second order
centre = full_bands(0.0, V1)
gap_second = centre[2] - centre[1]
gap_second_est = V1**2 / (2 * E_B)
assert abs(gap_second / gap_second_est - 1) < 0.01
print(f"gap at second plane with V_2G = 0: full {gap_second:.5f}, "
      f"estimate {gap_second_est:.5f} eV")

# Square lattice, energies in E_B, wave vectors in G; non-separable potential
w10, w11 = -0.05, -0.02
waves = [(i, j) for i in range(-3, 4) for j in range(-3, 4)]


def square_bands(qx, qy):
    h = np.zeros((len(waves), len(waves)))
    for r, (i, j) in enumerate(waves):
        for c, (p, q) in enumerate(waves):
            step = tuple(sorted((abs(i - p), abs(j - q))))
            if step == (0, 0):
                h[r, c] = 4 * ((qx + i)**2 + (qy + j)**2)
            elif step == (0, 1):
                h[r, c] = w10
            elif step == (1, 1):
                h[r, c] = w11
    return np.linalg.eigvalsh(h)[:2]


d = 0.003 * abs(w10)                       # displacement in units of G/2
at_x = square_bands(0.5, 0)
along = (square_bands(0.5 + d/2, 0) + square_bands(0.5 - d/2, 0)
         - 2 * at_x) / (2 * d**2)
across = (square_bands(0.5, d/2) + square_bands(0.5, -d/2)
          - 2 * at_x) / (2 * d**2)
gap_x = at_x[1] - at_x[0]
along_two = 1 + np.array([-1, 1]) * 4 / gap_x
assert abs(gap_x / (2 * abs(w10)) - 1) < 0.03
assert np.allclose(along, along_two, rtol=0.01)
assert np.allclose(across, 1, atol=0.01)
corner = square_bands(0.5, 0.5)[0]
assert corner > at_x[1]                    # bands overlap in energy
print(f"square lattice: V_10 = {w10:.2f} E_B, V_11 = {w11:.2f} E_B")
print(f"square lattice: plane waves = {len(waves)} (count)")
print(f"square lattice: gap at face centre = {gap_x:.5f} E_B")
for name, i in (("lower", 0), ("upper", 1)):
    print(f"square lattice, {name}: m/m* along G {along[i]:.3f}, "
          f"from its gap {along_two[i]:.3f}, across G {across[i]:.4f}")
print(f"square lattice: upper band at face centre = {at_x[1]:.4f} E_B")
print(f"square lattice: lower band at zone corner = {corner:.4f} E_B")

print("finished without a failed check")
```

Printed output:

```
lattice period a = 0.40 nm
Fourier coefficient V_G = -0.250 eV
hbar^2/2m = 0.038100 eV nm^2
G = 15.7080 1/nm, G/2 = 7.8540 1/nm
kinetic energy E_B = 2.3502 eV
|V_G|/E_B = 0.1064 (no unit)
mixing width kappa_c = 0.4177 1/nm
gap, two waves = 0.50000 eV = 8.0109e-20 J
gap, full solution = 0.49991 eV
relative gap defect, full = 1.768e-04 (no unit)
relative gap defect, estimate = 1.768e-04 (no unit)
estimated shift by distant waves = -0.00332 eV
kappa/kappa_c: lower two-wave, full; upper two-wave, full (eV)
  0.0: 2.1002, 2.0969; 2.6002, 2.5968
  0.5: 2.0723, 2.0690; 2.6314, 2.6280
  1.0: 2.0033, 1.9999; 2.7104, 2.7071
  3.0: 1.6195, 1.6159; 3.2006, 3.1975
mean potential, lower edge, full = -0.2565 eV
mean potential, upper edge, full = 0.2432 eV
density at well bottom / average, lower = 2.053 (no unit)
density at well bottom / average, upper = 0.000 (no unit)
free-electron speed at G/2 = 9.0924e+05 m/s
velocity at kappa_c, lower: two waves -5.9457e+05, full -5.9498e+05 m/s
velocity at kappa_c, upper: two waves 6.9129e+05, full 6.9167e+05 m/s
|V_G| (eV), 4E_B/E_g; m*/m lower two-wave, full; upper two-wave, full
  0.125, 37.603; -0.02732, -0.02731; 0.02590, 0.02590
  0.250, 18.802; -0.05618, -0.05612; 0.05050, 0.05046
  0.500, 9.401; -0.11904, -0.11855; 0.09615, 0.09586
upper-edge mass, two waves = 4.6003e-32 kg
lower-edge mass, two waves = -5.1172e-32 kg
gap with V_2G = 0.25 eV, real V_G: full 0.48658, estimate 0.48670 eV
gap with V_2G = 0.25 eV, V_G phase 1.1 rad: full 0.50781, estimate 0.50794 eV
gap at second plane with V_2G = 0: full 0.01328, estimate 0.01330 eV
square lattice: V_10 = -0.05 E_B, V_11 = -0.02 E_B
square lattice: plane waves = 49 (count)
square lattice: gap at face centre = 0.10200 E_B
square lattice, lower: m/m* along G -38.214, from its gap -38.215, across G 0.9975
square lattice, upper: m/m* along G 40.214, from its gap 40.215, across G 0.9995
square lattice: upper band at face centre = 1.0492 E_B
square lattice: lower band at zone corner = 1.8788 E_B
finished without a failed check
```
